# Choosing the displacement for a Hessian from noisy forces

## Problem

A growth calculation needs the vibrational frequency of an adatom, because that frequency enters the rate at which the adatom leaves the surface. The electronic-structure method supplies forces but no analytic second derivatives. One coordinate $x$ is therefore displaced by $+h$ and $-h$ from the reference geometry $x=0$, with all other coordinates held fixed, and the curvature $K=V''(0)$ is estimated from the two forces.

The force is $F=-V'$, so that $K=-F'(0)$. Each computed force has an error of magnitude at most $\varepsilon=0.001$ eV/Å, and the errors at the two points are unrelated. On the interval used, $|F'''|\le M=100$ eV/Å$^4$.

Find the step $h$ that gives the smallest guaranteed error in $K$, and find that error. Then decide what the result means for an adatom frequency, and whether the same step may be used for another bond. The units eV and Å are kept throughout, and $h$ is the displacement to one side, not the distance $2h$ between the points.

## A tempting solution

The central-difference estimate is

$$K_h=-\frac{F(h)-F(-h)}{2h}.$$

Its noise error is at most $\varepsilon/h$ and its truncation error at most $Mh^2/6$. One falls with $h$ and the other grows, so it seems natural to balance them by making them equal:

$$\frac{\varepsilon}{h}=\frac{Mh^2}{6}
\quad\Longrightarrow\quad
h=\left(\frac{6\varepsilon}{M}\right)^{1/3}
=(6\times10^{-5})^{1/3}\ \text{Å}\approx0.039\ \text{Å}.$$

## Where it fails

Both error terms are right. The fault is the condition imposed on them. A sum is smallest where its slope vanishes, which means that the two terms must change at equal and opposite rates. Their values need not agree.

Consider a noise term $A/h$ and a truncation term $Ch^p$, with $A$, $C$ and $p$ positive. Setting the derivative of their sum to zero gives

$$-\frac{A}{h^2}+pCh^{p-1}=0
\quad\Longrightarrow\quad
\frac{A}{h}=p\,Ch^p ,$$

where the last form follows on multiplying by $h$. At the minimum the noise is $p$ times the truncation error. Equality is correct for $p=1$, the case of a one-sided difference, whose leading truncation error is linear in $h$. The central difference has $p=2$, so its noise part must be twice its truncation part. The equal-error step is too long.

## The right solution

**Truncation.** To bound this error without dropping higher terms, define

$$g(h)=F(h)-F(-h)-2hF'(0).$$

Differentiation gives

$$g'(h)=F'(h)+F'(-h)-2F'(0),\qquad g''(h)=F''(h)-F''(-h),$$

$$g'''(h)=F'''(h)+F'''(-h).$$

Thus $g$, $g'$ and $g''$ all vanish at $h=0$, while $|g'''|\le2M$. Integrating three times from zero gives $|g''|\le2Mh$, then $|g'|\le Mh^2$, then $|g|\le Mh^3/3$. Without noise, $K_h-K=-g(h)/(2h)$, and therefore

$$|K_h-K|\le\frac{Mh^2}{6}.$$

The sign comes from the Taylor series. The even terms of $F$ cancel in the difference, which leaves

$$K_h-K=-\frac{F'''(0)h^2}{6}-\frac{F^{(5)}(0)h^4}{120}-\cdots .$$

A negative $F'''$, or positive $V''''$, makes the estimated curvature too large for small $h$.

**Noise.** Let the force errors be $\eta_+$ and $\eta_-$. They add $-(\eta_+-\eta_-)/(2h)$ to $K_h$. The worst case has opposite signs and full magnitude, which gives $2\varepsilon/(2h)=\varepsilon/h$. An error common to both forces cancels. An error that varies smoothly with $x$ shifts the curvature by an amount that stays finite as $h\to0$; it does not grow as $1/h$, and no choice of a small step removes it.

**Minimum.** The guaranteed error is

$$B(h)=\frac{\varepsilon}{h}+\frac{Mh^2}{6}.$$

Its derivatives are

$$B'(h)=-\frac{\varepsilon}{h^2}+\frac{Mh}{3},\qquad
B''(h)=\frac{2\varepsilon}{h^3}+\frac M3>0 .$$

Since $B''$ is positive for every $h>0$, there is one minimum. Setting $B'=0$ and multiplying by $3h^2/M$ gives

$$h_*^3=\frac{3\varepsilon}{M},\qquad
h_*=\left(\frac{3\varepsilon}{M}\right)^{1/3}.$$

The units are consistent: eV/Å divided by eV/Å$^4$ is Å$^3$. With the given values,

$$h_*^3=\frac{3(0.001)}{100}\ \text{Å}^3=3.0\times10^{-5}\ \text{Å}^3,
\qquad h_*=0.0311\ \text{Å}=0.00311\ \text{nm}.$$

To find the error there, insert $Mh_*^3=3\varepsilon$:

$$\frac{Mh_*^2}{6}=\frac{Mh_*^3}{6h_*}=\frac{\varepsilon}{2h_*},
\qquad
B(h_*)=\frac{3\varepsilon}{2h_*}.$$

The noise part is 0.0322 eV/Å$^2$, the truncation part is 0.0161 eV/Å$^2$, and the guaranteed error is 0.0483 eV/Å$^2$. The two parts have the required ratio of two.

## What a wrong step costs

Let $h=sh_*$. The noise part becomes $\varepsilon/(sh_*)$ and the truncation part $s^2\varepsilon/(2h_*)$. Division by $3\varepsilon/(2h_*)$ gives

$$\frac{B(sh_*)}{B(h_*)}=\frac13\left(\frac2s+s^2\right).$$

The tempting solution has $s=2^{1/3}$. Then $2/s=s^2=2^{2/3}\approx1.587$, and the ratio is about 1.06. The wrong condition costs only about 6% in the bound here, because the minimum is flat. Half the optimum step costs 42%, and twice the optimum step costs 67%. Far from the minimum, a step too short by a large factor $r$ multiplies the error by about $2r/3$, while one too long by $r$ multiplies it by about $r^2/3$.

The optimum also shows what better forces buy. Substituting $h_*$ into the smallest bound gives

$$B(h_*)=\frac32\,\varepsilon\left(\frac{M}{3\varepsilon}\right)^{1/3}
=\frac32\left(\frac M3\right)^{1/3}\varepsilon^{2/3}.$$

At fixed $M$, noise smaller by a factor of 1000 allows a step ten times shorter and an error one hundred times smaller. If the step is left unchanged, the truncation error remains and most of this gain is lost.

## If the noise is random

Suppose instead that $\varepsilon$ is the standard deviation of independent force errors with zero mean. The difference of the two errors has variance $2\varepsilon^2$, so the noise variance of $K_h$ is $2\varepsilon^2/(4h^2)=\varepsilon^2/(2h^2)$. The cross term with the truncation error averages to zero. At leading order, with $|F'''(0)|=M$, the mean square error is

$$E_2(h)=\frac{\varepsilon^2}{2h^2}+\frac{M^2h^4}{36}.$$

The minimum satisfies

$$-\frac{\varepsilon^2}{h^3}+\frac{M^2h^3}{9}=0
\quad\Longrightarrow\quad h^6=\frac{9\varepsilon^2}{M^2},$$

which is again $h^3=3\varepsilon/M$. The step is the same, although $\varepsilon$ now has a different meaning. The expected error is smaller than the guaranteed one. Using $Mh_*^2/6=\varepsilon/(2h_*)$,

$$\sqrt{E_2(h_*)}=\sqrt{\frac{\varepsilon^2}{2h_*^2}+\frac{\varepsilon^2}{4h_*^2}}
=\frac{\sqrt3}{2}\frac{\varepsilon}{h_*}\approx0.028\ \text{eV/Å}^2 .$$

The agreement of the two steps does not extend to every criterion. If the standard deviation $\varepsilon/(\sqrt2h)$ is added linearly to $Mh^2/6$, the condition becomes $-\varepsilon/(\sqrt2h^2)+Mh/3=0$. This gives $h=[3\varepsilon/(\sqrt2M)]^{1/3}=0.0277$ Å. A quoted optimum should therefore name the error that it minimizes.

## An adatom during growth

To turn the curvature error into a frequency error, a well is needed. Take the Morse form

$$V(x)=D(1-e^{-ax})^2=D(1-2e^{-ax}+e^{-2ax}).$$

For even $n\ge2$, its $n$th derivative at zero is $Da^n(2^n-2)$. Hence $K=2Da^2$ and $V''''(0)=14Da^4$. For $a=1.1$ Å$^{-1}$, the given third force derivative fixes the depth and the curvature:

$$D=\frac{100}{14(1.1)^4}\ \text{eV}=4.88\ \text{eV},
\qquad K=2(4.88)(1.1)^2\ \text{eV/Å}^2=11.8\ \text{eV/Å}^2 .$$

Here $M$ is the magnitude of $F'''$ at the minimum, not a strict bound over the interval, since $F'''$ varies with $x$. The part of this variation that is odd in $x$ cancels in the central difference, and the next Taylor term measures the effect of the rest on the estimate. Its ratio to the leading truncation term is

$$\frac{62Da^6h^4/120}{14Da^4h^2/6}=\frac{31}{140}a^2h^2 ,$$

or 0.026% at $h_*$. A search for the smallest worst-case error, using the full Morse forces and the extreme noise values, also gives 0.0311 Å. Some entries from that model are:

| $h$ (Å) | noise (eV/Å$^2$) | truncation (eV/Å$^2$) | total (eV/Å$^2$) |
|---|---|---|---|
| 0.010 | 0.1000 | 0.0017 | 0.1017 |
| 0.0311 | 0.0322 | 0.0161 | 0.0483 |
| 0.100 | 0.0100 | 0.1671 | 0.1771 |

With the mass $m$ of a Ti atom, 47.87 u, and a rigid substrate, the angular frequency is $\omega=\sqrt{K/m}$ and the wavenumber is 259 cm$^{-1}$. For a small curvature error,

$$\frac{\delta\omega}{\omega}\approx\frac12\frac{\delta K}{K}.$$

The worst-case curvature error is 0.41% of $K$, so the frequency error is 0.20%. For classical escape from this one-dimensional well, without recrossing, the rate is the thermal flux away from the surface divided by the configuration integral of the well:

$$k_{\rm des}=\sqrt{\frac{k_BT}{2\pi m}}\,
\frac{e^{-D/k_BT}}{\int_{\rm well}e^{-V/k_BT}dx}.$$

In the harmonic approximation the integral is $\sqrt{2\pi k_BT/K}$, and the factor before the exponential becomes $\omega/(2\pi)$. At fixed $D$ and $T$, the harmonic rate therefore inherits the 0.20% error.

Soft modes are more exposed. If the sign of $F'''$ is unknown, the sign of $K$ is guaranteed when the estimate exceeds $B(h_*)$ in magnitude. For the Ti mass, a curvature equal to $B(h_*)$ corresponds to 16.6 cm$^{-1}$. An imaginary frequency of smaller magnitude does not establish an instability at these values of $\varepsilon$, $M$ and $h$. This floor holds for one coordinate. An eigenvalue of a Hessian with many coordinates collects the errors of many elements, so the floor is higher there. For 30 coordinates of this mass, a vanishing true Hessian and independent force errors spread uniformly within $\pm\varepsilon$, noise alone typically gives an imaginary frequency of about 23 cm$^{-1}$.

## What the model leaves out

The Morse parameters are rough choices in the regime of a strongly bound metal adatom, with a depth of several eV; they are not a calculation of a Ti surface. At a growth temperature of 900 K, $k_BT=0.0776$ eV, and the harmonic thermal displacement $\sqrt{k_BT/K}$ is 0.081 Å. This exceeds $h_*$, so the atom samples more of the well than the difference formula does. A real film also breaks the assumption of a rigid substrate. With a single free Ti partner, the reduced mass is $m/2$ and the frequency rises by a factor $\sqrt2$, or 41%. A real substrate atom is held by its neighbours, and this can reverse the sign of the change. Let a spring of stiffness $k_s$ hold the partner. The squared frequencies $\lambda$ then satisfy

$$\left(\frac Km-\lambda\right)\left(\frac{K+k_s}{m}-\lambda\right)-\frac{K^2}{m^2}=0 .$$

At $\lambda=K/m$ the left side is negative, so one mode lies below $\omega$ and the other above it. For a stiffly held partner the lower mode is mainly the adatom vibration, and its frequency lies below $\omega$: at $k_s=3K$ it is $0.84\omega$, with 92% of the weight on the adatom. For $k_s\ll K$ the lower mode is a common motion of both atoms, and the bond stretch is the upper mode, near $\sqrt2\,\omega$. For every $k_s$, the mean of $\lambda$ weighted by the adatom's share of each mode remains $K/m$. The product of the two frequencies is $\sqrt{Kk_s}/m$. Division by $\sqrt{k_s/m}$, the frequency of the partner left behind, gives $\omega$ again, so the classical harmonic escape prefactor of this model is unchanged. The 41% is therefore not a correction to apply to the frequency or to the rate. The remedy is to include the moving substrate atoms in the Hessian.

The one-dimensional well also leaves out motion along the surface. Suppose that the adatom vibrates about one site of area $A_s$ with the same curvature $K_\parallel$ in both lateral directions, and moves freely sideways once it has left. The classical harmonic prefactor is then multiplied by $A_sK_\parallel/(2\pi k_BT)$. For $A_s=7.5$ Å$^2$ and $K_\parallel=1$ eV/Å$^2$ this harmonic factor is about 15 at 900 K. It is proportional to $K_\parallel$ only while the lateral barrier is large compared with $k_BT$; for a nearly flat surface the true factor tends to one. The number of sites matters as well: 7.5 Å$^2$ is a whole cell of a close-packed Ti surface, which holds two hollow sites. A simple cosine corrugation with the same curvature gives about 13 for one minimum per cell and about 6 for two equal hollows. The single frequency $\omega/(2\pi)$ is therefore not the full prefactor of a real adatom.

The depth sets a further limit. With $D=4.88$ eV, the one-dimensional rate at 900 K is only about $4\times10^{-15}$ s$^{-1}$, so desorption of such a strongly bound atom is negligible during growth. The rate serves here to show how a frequency error is passed on; it matters in practice for weaker binding or much higher temperature.

Anharmonicity changes the configuration integral. With $u=1-e^{-ax}$, one has $dx=du/[a(1-u)]$ and $V=Du^2$. Near the bottom of the well, $1/(1-u)=1+u+u^2+\cdots$. The odd term averages to zero under the Gaussian weight, and $\langle u^2\rangle=k_BT/(2D)$. The integral therefore grows by about $0.0776/(2\times4.88)=0.8\%$, in agreement with the 0.815% found by direct integration from $-1$ to 3 Å. The classical rate falls by about the same fraction.

Quantum statistics acts the other way. With $q=\hbar\omega/k_BT$, the ratio of the quantum to the classical harmonic partition function is

$$\frac{q/2}{\sinh(q/2)}\approx1-\frac{q^2}{24},$$

which is a change of $-0.71\%$ here. Each effect alone exceeds the 0.20% from the differentiation, but together they change the rate by only about 0.1%. This near cancellation belongs to these parameters. The depth is a far more sensitive input: since $0.01/0.0776\approx0.13$, an error of 0.01 eV in $D$ changes the factor $e^{-D/k_BT}$ by more than 10% at 900 K. Unless $D$ is known much better than that, improving the Hessian numerics further is not the first way to improve the rate.

## A stiffer bond needs a new step

The HF molecule, a by-product when fluoride precursors react with hydrogen, shows how far the answer depends on $M$. At the RHF/cc-pVDZ level and a bond length of 0.90 Å, moving H along the bond with F fixed gives an analytic curvature of 70.2 eV/Å$^2$. A four-force difference formula with displacements of 0.03 and 0.06 Å gives $F'''\approx-3555$ eV/Å$^4$. Its own truncation error is about 1% (the limiting value is near $-3517$ eV/Å$^4$). This changes the step below by less than 0.4%, from just under 0.00945 to 0.00948 Å, because the step depends on the cube root. Keeping $\varepsilon=0.001$ eV/Å as an assumed noise level,

$$h_*=\left(\frac{0.003}{3555}\right)^{1/3}\text{Å}\approx0.0094\ \text{Å}.$$

The truncation law can be tested against the analytic curvature. The central-difference errors at 0.03 and 0.06 Å are 0.529 and 2.129 eV/Å$^2$. Their ratio is 4.03, close to the factor of four expected from $h^2$.

At its own optimum, HF has a worst-case error of 0.158 eV/Å$^2$, or 0.23% of its curvature. At the adatom's step the error is 0.599 eV/Å$^2$, nearly four times as large. These figures concern differentiation within RHF and this basis. They do not include the errors from missing electron correlation or from the finite basis. At the same bond length, RHF/cc-pVTZ gives a curvature of 69.7 eV/Å$^2$, a four-force $F'''$ of about $-3420$ eV/Å$^4$, a step of 0.0096 Å, and errors of 0.156 and 0.578 eV/Å$^2$. The basis thus moves $F'''$ by about 4% and the step by about 1%, and the conclusion is unchanged.

## When the cube-root rule stops working

If $F'''(0)$ is very small, inserting $M=|F'''(0)|$ in the formula gives a very long step. The cubic term of the force then no longer limits the step, and the next term must be used. If $F'''(0)=0$ and $|F^{(5)}|\le Q$, the leading bound is $\varepsilon/h+Qh^4/120$. Setting its derivative to zero gives

$$-\frac{\varepsilon}{h^2}+\frac{Qh^3}{30}=0
\quad\Longrightarrow\quad
h=\left(\frac{30\varepsilon}{Q}\right)^{1/5}.$$

The noise is now four times the truncation error, as the general condition requires for $p=4$. The result still has to lie where the Taylor expansion is useful and the system stays on the same smooth energy surface. A change of electronic state between the two displaced points would invalidate both rules.

The numerical values used here are collected in the numerical output.

## Calculated quantities

```
Force noise: 0.0010 eV/A
Magnitude of third force derivative: 100.0 eV/A^4
Cube of optimum step, 3 eps/M: 3.00e-05 A^3
Optimum step, formula: 0.03107 A = 0.003107 nm
Optimum step, search on Morse forces: 0.03107 A
Noise part at optimum: 0.03218 eV/A^2
Truncation part at optimum: 0.01609 eV/A^2
Smallest worst-case error, formula: 0.04827 eV/A^2
Smallest worst-case error, search: 0.04828 eV/A^2
Morse table: step (A), noise, truncation, total (eV/A^2)
  0.0050  0.2000  0.0004  0.2004
  0.0100  0.1000  0.0017  0.1017
  0.0200  0.0500  0.0067  0.0567
  0.0311  0.0322  0.0161  0.0483
  0.0500  0.0200  0.0417  0.0617
  0.1000  0.0100  0.1671  0.1771
Error ratio at half the optimum step: 1.417
Error ratio at twice the optimum step: 1.668
Optimum step, random noise, mean square: 0.0311 A
Smallest rms error, random noise: 0.0278 eV/A^2
Optimum step, rms noise plus truncation: 0.0277 A
Morse range parameter: 1.10 1/A
Morse depth: 4.879 eV
Morse curvature: 11.806 eV/A^2
Adatom mass: 47.87 u
Adatom wavenumber: 259.0 cm^-1
Relative curvature error at optimum: 0.409 %
Relative frequency error at optimum: 0.204 %
Soft-mode floor: 16.6 cm^-1
Next Taylor term / leading one: 0.0259 %
Growth temperature: 900 K, kT = 0.07756 eV
Harmonic thermal rms displacement: 0.0810 A
Anharmonic change of partition integral: +0.815 %
Quantum change of partition function: -0.711 %
Frequency rise, one free Ti partner: 41.4 %
HF bond length, RHF/cc-pVDZ: 0.90 A
HF analytic curvature: 70.168 eV/A^2
HF third force derivative: -3555 eV/A^4
HF truncation error at 0.03 A: 0.5287 eV/A^2
HF truncation error at 0.06 A: 2.1285 eV/A^2
HF optimum step: 0.0094 A
HF worst-case error at its optimum: 0.1582 eV/A^2
HF worst-case error at adatom step: 0.5994 eV/A^2
```
